# Why Planck's constant cancels from the classical vacancy formation entropy: a program that tests the result

```python
"""Vacancy formation entropy of an elemental crystal, classical harmonic limit.

Result under test, for a periodic cell with N sites and one vacancy:
    S_f / k = (3N-6) <ln w> - sum_j ln w'_j
w  : the 3N-3 nonzero angular frequencies of the perfect cell (<> = mean)
w' : the 3N-6 nonzero angular frequencies of the cell with the vacancy
Planck's constant, temperature and mass are absent because the removed atom
carries three average bulk modes into the reservoir.
Model: fcc, first-neighbour second-moment (Gupta) energy; units eV and nm.
S_V: cell fixed at bulk volume; S_p: cell relaxed to zero static pressure.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import gammaln, xlogy

BOND = 0.255            # nm, equilibrium neighbour distance
COHESIVE = 3.5          # eV per atom
P_REP, Q_BAND = 11.0, 2.3
MASS_U = 63.5           # atomic mass units
T_USE, T_ANNEAL = 378.0, 673.0
K_EV = const.k / const.e
HBAR_EV = const.hbar / const.e
# Zero bond tension at BOND and the cohesive energy fix both prefactors.
BAND_ENERGY = COHESIVE / (1 - Q_BAND / P_REP)
REP_ENERGY = BAND_ENERGY * Q_BAND / P_REP
A_REP = REP_ENERGY / 12
XI = BAND_ENERGY / np.sqrt(12)
OMEGA_ATOM = BOND**3 / np.sqrt(2)   # nm^3, volume per atom


def make_cell(n, vacancy):
    """Atom count, bond ends and ideal bond vectors of an n x n x n fcc cell."""
    width = 2 * n
    sites = [(x, y, z) for x in range(width) for y in range(width)
             for z in range(width) if (x + y + z) % 2 == 0]
    if vacancy:
        sites = sites[1:]
    index = {site: number for number, site in enumerate(sites)}
    half_shell = [(1, 1, 0), (1, -1, 0), (1, 0, 1),
                  (1, 0, -1), (0, 1, 1), (0, 1, -1)]
    first, second, vectors = [], [], []
    for site, number in index.items():
        for v in half_shell:
            partner = tuple((site[c] + v[c]) % width for c in range(3))
            if partner in index:
                first.append(number)
                second.append(index[partner])
                vectors.append(v)
    vectors = np.array(vectors, float) * BOND / np.sqrt(2)
    return len(sites), np.array(first), np.array(second), vectors


def evaluate(cell, u, scale):
    """Energy, dE/dscale, gradient and Hessian at displacements u."""
    count, i, j, ideal = cell
    d = scale * ideal + u[j] - u[i]
    r = np.linalg.norm(d, axis=1)
    e = d / r[:, None]
    rep = 2 * A_REP * np.exp(-P_REP * (r / BOND - 1))
    w = np.exp(-2 * Q_BAND * (r / BOND - 1))
    a, b = P_REP / BOND, 2 * Q_BAND / BOND
    rho = np.bincount(i, w, count) + np.bincount(j, w, count)
    embed1 = -XI / (2 * np.sqrt(rho))
    embed2 = XI / (4 * rho**1.5)
    pair_embed = embed1[i] + embed1[j]
    slope = -a * rep - b * w * pair_embed
    curvature = a**2 * rep + b**2 * w * pair_embed
    energy = rep.sum() - XI * np.sqrt(rho).sum()
    scale_slope = np.sum(slope * np.sum(e * ideal, axis=1))
    gradient = np.zeros((count, 3))
    np.add.at(gradient, j, slope[:, None] * e)
    np.add.at(gradient, i, -slope[:, None] * e)
    outer = e[:, :, None] * e[:, None, :]
    tension = (slope / r)[:, None, None]
    block = curvature[:, None, None] * outer + tension * (np.eye(3) - outer)
    blocks = np.zeros((count, count, 3, 3))
    for left, right, sign in ((i, i, 1), (j, j, 1), (i, j, -1), (j, i, -1)):
        np.add.at(blocks, (left, right), sign * block)
    hessian = blocks.transpose(0, 2, 1, 3).reshape(3 * count, 3 * count)
    drho = np.zeros((count, count, 3))
    change = (-b * w)[:, None] * e
    for atom, moved, sign in ((i, j, 1), (i, i, -1), (j, j, 1), (j, i, -1)):
        np.add.at(drho, (atom, moved), sign * change)
    drho = drho.reshape(count, 3 * count)
    hessian = hessian + drho.T @ (embed2[:, None] * drho)
    return energy, scale_slope, gradient.ravel(), hessian


def relax(cell, scale, u):
    """Newton relaxation of the atoms at a fixed cell scale."""
    count = cell[0]
    pin_translation = 1000.0 * np.tile(np.eye(3), (count, count)) / count
    for _ in range(30):
        energy, scale_slope, gradient, hessian = evaluate(cell, u, scale)
        if np.max(np.abs(gradient)) < 1e-8:
            return energy, scale_slope, u, hessian
        step = np.linalg.solve(hessian + pin_translation, -gradient)
        u = u + step.reshape(count, 3)
    raise RuntimeError("atomic relaxation did not converge")


def relax_with_cell(cell, start):
    """Secant search for zero static pressure, from a relaxed state at 1."""
    old_scale, old_slope, u = 1.0, start[1], start[2]
    scale = 1.0 - 1e-4
    for _ in range(15):
        state = relax(cell, scale, u)
        if abs(state[1]) < 1e-6:
            return scale, state
        new = scale - state[1] * (scale - old_scale) / (state[1] - old_slope)
        old_scale, old_slope, u, scale = scale, state[1], state[2], new
    raise RuntimeError("cell relaxation did not converge")


def frequencies(hessian):
    """Nonzero angular frequencies in rad/s; checks for three translations."""
    values = np.linalg.eigvalsh(hessian)
    assert np.max(np.abs(values[:3])) < 1e-7 * values[-1]
    assert values[3] > 1e-4 * values[-1]
    stiffness = values[3:] * const.e / 1e-18
    return np.sqrt(stiffness / (MASS_U * const.atomic_mass))


def formation(defect_values, bulk_values):
    """Defect sum minus the same number of average bulk modes."""
    return np.sum(defect_values) - len(defect_values) * np.mean(bulk_values)


def level_sums(x):
    """Entropy/k and energy/kT of oscillators from explicit level sums."""
    level = np.arange(6000)[:, None]
    prob = np.exp(-level * x)
    prob /= prob.sum(axis=0)
    return -xlogy(prob, prob).sum(axis=0), (prob * (level + 0.5) * x).sum(axis=0)


# Derivatives of the energy against finite differences, distorted vacancy cell.
rng = np.random.default_rng(4)
small = make_cell(2, True)
u_test = 0.005 * rng.standard_normal((small[0], 3))
direction = rng.standard_normal((small[0], 3))
direction /= np.linalg.norm(direction)
h = 1e-5
_, s_slope, grad, hess = evaluate(small, u_test, 1.01)
plus = evaluate(small, u_test + h * direction, 1.01)
minus = evaluate(small, u_test - h * direction, 1.01)
assert abs((plus[0] - minus[0]) / (2 * h) - grad @ direction.ravel()) < 1e-5
assert np.allclose((plus[2] - minus[2]) / (2 * h),
                   hess @ direction.ravel(), atol=2e-3)
numeric = (evaluate(small, u_test, 1.01 + h)[0]
           - evaluate(small, u_test, 1.01 - h)[0]) / (2 * h)
assert abs(numeric - s_slope) < 1e-4

# Relaxed vacancies in three cell sizes.
results = {}
for n in (3, 4, 5):
    bulk, defect = make_cell(n, False), make_cell(n, True)
    N = bulk[0]
    zero = np.zeros((N, 3))
    bulk_state = evaluate(bulk, zero, 1.0)
    assert abs(bulk_state[0] + COHESIVE * N) < 1e-8 * N
    assert abs(bulk_state[1]) < 1e-8 * N
    w_bulk = frequencies(bulk_state[3])
    fixed = relax(defect, 1.0, np.zeros((N - 1, 3)))
    scale, free = relax_with_cell(defect, fixed)
    w_fixed, w_free = frequencies(fixed[3]), frequencies(free[3])
    results[n] = dict(
        N=N, bulk=bulk, defect=defect, w_bulk=w_bulk, w_free=w_free,
        S_V=-formation(np.log(w_fixed), np.log(w_bulk)),
        S_p=-formation(np.log(w_free), np.log(w_bulk)),
        E_V=fixed[0] + COHESIVE * (N - 1), E_p=free[0] + COHESIVE * (N - 1),
        V_rel=N * (scale**3 - 1), u=free[2])
big, little = results[5], results[3]
assert abs(big["S_p"] - results[4]["S_p"]) < 0.1

# Unrelaxed formation energy: twelve neighbours each lose one of twelve bonds.
raw = evaluate(little["defect"], np.zeros((little["N"] - 1, 3)), 1.0)[0]
E_unrelaxed = raw + COHESIVE * (little["N"] - 1)
E_closed = 12 * BAND_ENERGY * (1 - np.sqrt(11 / 12)) - REP_ENERGY
assert abs(E_unrelaxed - E_closed) < 1e-8
assert big["E_p"] < big["E_V"] < E_unrelaxed

# Response to Planck's constant, from level sums with hbar/20 and hbar/40.
N3 = little["N"]
sums = []
for divisor in (20, 40):
    to_x = HBAR_EV / divisor / (K_EV * T_USE)
    S_d, U_d = level_sums(to_x * little["w_free"])
    S_b, U_b = level_sums(to_x * little["w_bulk"])
    assert abs(formation(S_d, S_b) - little["S_p"]) < 2e-3
    assert abs(formation(U_d, U_b)) < 2e-3
    sums.append((formation(S_d, S_b), S_d.sum() - S_b.sum(),
                 S_d.sum() - S_b.sum() * (N3 - 1) / N3))
shift_right, shift_omitted, shift_per_atom = np.subtract(sums[1], sums[0])
assert abs(shift_right) < 1e-3
assert abs(shift_omitted + 3 * np.log(2)) < 1e-3
assert abs(shift_per_atom + 3 * np.log(2) / N3) < 1e-3

# Closed quantum entropy against level sums at the real hbar.
x_real = HBAR_EV * little["w_free"] / (K_EV * T_USE)
S_closed = x_real / 2 / np.tanh(x_real / 2) - np.log(2 * np.sinh(x_real / 2))
assert np.allclose(S_closed, level_sums(x_real)[0], atol=1e-9)


def quantum_shifts(T):
    """Full shifts of F_f/kT and S_f/k, and their common leading term."""
    xd = HBAR_EV * big["w_free"] / (K_EV * T)
    xb = HBAR_EV * big["w_bulk"] / (K_EV * T)

    def free_part(x):
        return np.log(2 * np.sinh(x / 2)) - np.log(x)

    def entropy_part(x):
        return x / 2 / np.tanh(x / 2) - 1 - free_part(x)

    return (formation(free_part(xd), free_part(xb)),
            formation(entropy_part(xd), entropy_part(xb)),
            formation(xd**2, xb**2) / 24)


dF_hot, dS_hot, lead_hot = quantum_shifts(T_ANNEAL)
assert abs(dF_hot / lead_hot - 1) < 0.05
assert abs(dS_hot / lead_hot - 1) < 0.05

# Zero pressure against fixed volume, through the bulk Grueneisen parameter.
ds = 1e-3
log_w = [np.mean(np.log(frequencies(
    evaluate(big["bulk"], np.zeros((big["N"], 3)), 1 + sign * ds)[3])))
    for sign in (1, -1)]
gamma = -(log_w[0] - log_w[1]) / (3 * np.log((1 + ds) / (1 - ds)))
S_difference = big["S_p"] - big["S_V"]
S_predicted = 3 * gamma * big["V_rel"]
assert abs(S_difference / S_predicted - 1) < 0.1

# Quasi-harmonic free energy: each crystal finds its own volume at T.
scales = np.linspace(0.996, 1.032, 10)
table = []
u_now = little["u"]
for s in scales:
    state = relax(little["defect"], s, u_now)
    u_now = state[2]
    perfect = evaluate(little["bulk"], np.zeros((N3, 3)), s)
    table.append((state[0], np.log(frequencies(state[3])).sum(),
                  perfect[0] * (N3 - 1) / N3,
                  (3 * N3 - 6) * np.log(frequencies(perfect[3])).mean()))
fits = [Polynomial.fit(scales, column, 7) for column in np.array(table).T]


def minimum(energy_fit, log_fit, T):
    found = minimize_scalar(lambda s: energy_fit(s) + K_EV * T * log_fit(s),
                            bounds=(scales[0], scales[-1]), method="bounded",
                            options={"xatol": 1e-10})
    assert scales[0] + 1e-4 < found.x < scales[-1] - 1e-4
    return found.fun, found.x


def quasi_harmonic(T):
    """Formation free energy (eV) and bulk linear expansion at T."""
    g_defect, _ = minimum(fits[0], fits[1], T)
    g_bulk, s_bulk = minimum(fits[2], fits[3], T)
    return g_defect - g_bulk, s_bulk - 1


T_LOW = 10.0
slope_S = (little["E_p"] - quasi_harmonic(T_LOW)[0]) / (K_EV * T_LOW)
assert abs(slope_S - little["S_p"]) < 0.03
assert abs(slope_S - little["S_V"]) > 0.1

# Most probable vacancy number at a fixed number of atoms.
atoms, cost = 1e6, 5.0
trial = np.arange(1, 20000)
weight = gammaln(atoms + trial + 1) - gammaln(trial + 1) - cost * trial
best = trial[np.argmax(weight)]
assert abs(best / (atoms + best) / np.exp(-cost) - 1) < 1e-3

# Static bulk modulus and free-electron entropy scale, one electron per atom.
curv = (evaluate(little["bulk"], np.zeros((N3, 3)), 1 + 1e-4)[1]
        - evaluate(little["bulk"], np.zeros((N3, 3)), 1 - 1e-4)[1]) / 2e-4
bulk_modulus = curv / (9 * N3 * OMEGA_ATOM) * const.e / 1e-27 / 1e9
k_fermi = (3 * np.pi**2 / (OMEGA_ATOM * 1e-27))**(1 / 3)
E_fermi = const.hbar**2 * k_fermi**2 / (2 * const.m_e) / const.e

w_geo = np.exp(np.mean(np.log(big["w_bulk"])))
print(f"bond length {BOND} nm; cohesive energy {COHESIVE} eV")
print(f"decay constants p {P_REP}, q {Q_BAND}; mass {MASS_U} u")
print(f"prefactors: repulsion {A_REP:.5f} eV, band {XI:.4f} eV")
print(f"volume per atom {OMEGA_ATOM:.5f} nm^3")
print(f"static bulk modulus {bulk_modulus:.1f} GPa")
print(f"highest bulk frequency {big['w_bulk'].max()/(2e12*np.pi):.3f} THz")
print(f"geometric-mean bulk frequency {w_geo/(2e12*np.pi):.3f} THz")
print(f"geometric-mean quantum {1e3*HBAR_EV*w_geo:.2f} meV")
print(f"unrelaxed formation energy {E_unrelaxed:.4f} eV")
for r in results.values():
    print(f"N={r['N']}: E_f fixed volume {r['E_V']:.4f} eV, "
          f"zero pressure {r['E_p']:.4f} eV")
    print(f"N={r['N']}: S_V {r['S_V']:.3f} k, S_p {r['S_p']:.3f} k, "
          f"V_rel {r['V_rel']:.4f} atomic volumes")
print(f"N=500: S_p in eV/K {big['S_p']*K_EV:.3e}")
print(f"N=500: modes, bulk {len(big['w_bulk'])}, defect {len(big['w_free'])}")
print(f"N=500: mean log ratio per defect mode "
      f"{big['S_p']/len(big['w_free']):.6f}")
print(f"N=500: prefactor exp(S_p/k) {np.exp(big['S_p']):.3f}")
print(f"bulk Grueneisen parameter {gamma:.3f}")
print(f"N=500: S_p-S_V direct {S_difference:.4f} k, "
      f"from volume relation {S_predicted:.4f} k")
print("N=108, entropy shift when hbar is halved (level sums):")
print(f"  reservoir as three mean modes {shift_right:.5f} k")
print(f"  reservoir vibration omitted {shift_omitted:.5f} k")
print(f"  reservoir as F_bulk/N {shift_per_atom:.5f} k")
print(f"N=108: quasi-harmonic slope at {T_LOW:.0f} K {slope_S:.3f} k")
for T in (T_USE, T_ANNEAL):
    kT = K_EV * T
    c = np.exp(big["S_p"] - big["E_p"] / kT)
    dF, dS, lead = quantum_shifts(T)
    G, expansion = quasi_harmonic(T)
    dG = G - (little["E_p"] - kT * little["S_p"])
    print(f"T={T:.0f} K: kT {1e3*kT:.2f} meV, "
          f"highest hbar*w/kT {HBAR_EV*big['w_bulk'].max()/kT:.3f}")
    print(f"T={T:.0f} K: vacancy site fraction {c:.3e}, "
          f"density {c/OMEGA_ATOM*1e21:.3e} cm^-3")
    print(f"T={T:.0f} K: concentration factor if reservoir vibration "
          f"omitted {(HBAR_EV*w_geo/kT)**3:.4f}")
    print(f"T={T:.0f} K: quantum shift of S_f {dS:.4f} k, "
          f"of F_f/kT {dF:.4f}, leading term {lead:.4f}")
    print(f"T={T:.0f} K: quantum concentration factor {np.exp(-dF):.4f}")
    print(f"T={T:.0f} K: bulk linear expansion {100*expansion:.3f} %")
    print(f"T={T:.0f} K: quasi-harmonic shift of G_f (N=108) "
          f"{1e3*dG:.2f} meV, concentration factor {np.exp(-dG/kT):.3f}")
    print(f"T={T:.0f} K: free-electron entropy per atom "
          f"{np.pi**2/2*kT/E_fermi:.4f} k")
print("no test failed")
```

Printed output:

```
bond length 0.255 nm; cohesive energy 3.5 eV
decay constants p 11.0, q 2.3; mass 63.5 u
prefactors: repulsion 0.07711 eV, band 1.2775 eV
volume per atom 0.01172 nm^3
static bulk modulus 134.4 GPa
highest bulk frequency 7.170 THz
geometric-mean bulk frequency 4.723 THz
geometric-mean quantum 19.53 meV
unrelaxed formation energy 1.3355 eV
N=108: E_f fixed volume 1.3323 eV, zero pressure 1.3308 eV
N=108: S_V 2.224 k, S_p 1.010 k, V_rel -0.1838 atomic volumes
N=256: E_f fixed volume 1.3319 eV, zero pressure 1.3313 eV
N=256: S_V 2.271 k, S_p 1.045 k, V_rel -0.1828 atomic volumes
N=500: E_f fixed volume 1.3317 eV, zero pressure 1.3314 eV
N=500: S_V 2.289 k, S_p 1.060 k, V_rel -0.1824 atomic volumes
N=500: S_p in eV/K 9.132e-05
N=500: modes, bulk 1497, defect 1494
N=500: mean log ratio per defect mode 0.000709
N=500: prefactor exp(S_p/k) 2.885
bulk Grueneisen parameter 2.260
N=500: S_p-S_V direct -1.2294 k, from volume relation -1.2365 k
N=108, entropy shift when hbar is halved (level sums):
  reservoir as three mean modes 0.00003 k
  reservoir vibration omitted -2.07931 k
  reservoir as F_bulk/N -0.01922 k
N=108: quasi-harmonic slope at 10 K 1.008 k
T=378 K: kT 32.57 meV, highest hbar*w/kT 0.910
T=378 K: vacancy site fraction 5.113e-18, density 4.361e+05 cm^-3
T=378 K: concentration factor if reservoir vibration omitted 0.2156
T=378 K: quantum shift of S_f -0.0180 k, of F_f/kT -0.0182, leading term -0.0182
T=378 K: quantum concentration factor 1.0183
T=378 K: bulk linear expansion 0.802 %
T=378 K: quasi-harmonic shift of G_f (N=108) 2.74 meV, concentration factor 0.919
T=378 K: free-electron entropy per atom 0.0228 k
T=673 K: kT 57.99 meV, highest hbar*w/kT 0.511
T=673 K: vacancy site fraction 3.089e-10, density 2.635e+13 cm^-3
T=673 K: concentration factor if reservoir vibration omitted 0.0382
T=673 K: quantum shift of S_f -0.0057 k, of F_f/kT -0.0057, leading term -0.0057
T=673 K: quantum concentration factor 1.0058
T=673 K: bulk linear expansion 1.536 %
T=673 K: quasi-harmonic shift of G_f (N=108) 10.23 meV, concentration factor 0.838
T=673 K: free-electron entropy per atom 0.0405 k
no test failed
```
